# Partial CuPt ordering and the quadratic reduction of the band gap: a numerical check

```python
"""Partial CuPt order in an alloy: alternate (111) planes have A fraction x +- eta/2.
Result under test: the Gamma conduction state couples to one folded L state
with amplitude eta*V1, and falls by eta^2 V1^2/Delta when eta*V1 << Delta.
Delta = E_L - E_Gamma; V1 = coupling at eta = 1 (half the A-B matrix element).
Also tested: many-band sum, residual alloy disorder, and valence splitting.
G = zone average of 1/(E_k - E_Gamma); D = valence crystal-field splitting.
Energies are in eV unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq

rng = np.random.default_rng(20)

# Rough round parameters in the regime of weakly ordered Ga0.5In0.5P
x = 0.5
eta = 0.25
gap_random = 1.90
Delta = 0.30
V1 = 0.40
D_full = 0.20
spin_orbit = 0.10


# Average Fourier components of a large random crystal with layer order
def site_indices(size):
    return np.array(np.meshgrid(*[np.arange(size)] * 3,
                                indexing="ij")).reshape(3, -1).T


big_sites = site_indices(48)
big_sign = 1 - 2 * (big_sites.sum(axis=1) % 2)
big_occupation = rng.random(len(big_sites)) < x + eta * big_sign / 2
L_components = []
for direction in ([1, 1, 1], [1, 0, 0], [0, 1, 0], [0, 0, 1]):
    phase = 1 - 2 * ((big_sites @ np.array(direction)) % 2)
    L_components.append(np.mean(big_occupation * phase))
fourier_noise = 0.5 / np.sqrt(len(big_sites))
assert abs(L_components[0] - eta / 2) < 5 * fourier_noise
assert max(abs(v) for v in L_components[1:]) < 5 * fourier_noise

# Continuous 1D crystal, plane spacing 1, doubled cell of length 2.
# Kinetic energy of exp(i*pi*m*x) is m^2 in units hbar^2 pi^2/(2 m a^2).
orders = np.arange(-16, 17)
difference = orders[:, None] - orders[None, :]
host = np.diag(orders.astype(complex) ** 2)
for step, value in ((2, 0.6 * np.exp(0.6j)), (4, 0.5 + 0j)):
    host += value * (difference == step)
    host += np.conj(value) * (difference == -step)


def atom_difference(position):
    return 1.5 * np.exp(-position**2 / (2 * 0.2**2))


cell_grid = np.arange(1024) * 2 / 1024
layer_wave = sum(0.5 * (-1) ** n * atom_difference(cell_grid - n)
                 for n in range(-6, 9))
wave_fourier = np.fft.fft(layer_wave) / len(cell_grid)
ordering = wave_fourier[difference % len(cell_grid)]
even = np.where(orders % 2 == 0)[0]
odd = np.where(orders % 2 == 1)[0]
E_gamma, C_gamma = eigh(host[np.ix_(even, even)])
E_edge, C_edge = eigh(host[np.ix_(odd, odd)])
coupling = C_edge.conj().T @ ordering[np.ix_(odd, even)] @ C_gamma

line = np.linspace(-3, 3, 6001)
spacing = line[1] - line[0]
for g in range(3):
    psi_gamma = np.exp(1j * np.pi * np.outer(line, orders[even])) @ C_gamma[:, g]
    for e in range(3):
        psi_edge = np.exp(1j * np.pi * np.outer(line, orders[odd])) @ C_edge[:, e]
        one_atom = np.sum(psi_edge.conj() * atom_difference(line)
                          * psi_gamma) * spacing
        assert abs(one_atom / 2 - coupling[e, g]) < 1e-7

small = 0.02
levels_plus = eigvalsh(host + small * ordering)
levels_minus = eigvalsh(host - small * ordering)
assert np.max(np.abs(levels_plus - levels_minus)) < 1e-9
for g in range(3):
    terms = -np.abs(coupling[:, g]) ** 2 / (E_edge - E_gamma[g])
    nearest = np.argmin(np.abs(levels_plus - E_gamma[g]))
    measured = (levels_plus[nearest] - E_gamma[g]) / small**2
    assert abs(measured - terms.sum()) < 3e-3 * np.abs(terms).sum()
    if g == 1:
        push_up = terms[terms > 0].sum()
        push_down = terms[terms < 0].sum()
        measured_1d = measured

# One-band fcc model with minima at Gamma (zero) and L (Delta)
reciprocal = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])


def band_energy(fractions):
    c = np.cos(np.pi * (fractions @ reciprocal))
    squares = np.sum(c**2, axis=1)
    pairs = c[:, 0] * c[:, 1] + c[:, 1] * c[:, 2] + c[:, 2] * c[:, 0]
    return Delta + 0.8 * squares - (Delta + 2.4) / 27 * pairs**3


def inverse_average(size):
    return np.mean(1 / band_energy((site_indices(size) + 0.5) / size))


G_first = 2 * inverse_average(80) - inverse_average(40)
G_zone = 2 * inverse_average(120) - inverse_average(60)
assert abs(G_first / G_zone - 1) < 2e-3

cell_size = 6
sites = site_indices(cell_size)
number_sites = len(sites)
energies = band_energy(sites / cell_size)
assert abs(energies[0]) < 1e-12 and np.min(energies[1:]) > 0
waves = np.exp(2j * np.pi * (sites @ sites.T) / cell_size)
waves /= np.sqrt(number_sites)
kinetic_complex = (waves * energies) @ waves.conj().T
assert np.max(np.abs(kinetic_complex.imag)) < 1e-10
kinetic = kinetic_complex.real
layer_sign = 1 - 2 * (sites.sum(axis=1) % 2)


def lowest(site_energy):
    return eigvalsh(kinetic + np.diag(site_energy), subset_by_index=[0, 0])[0]


def second_order(order):
    return -(order * V1) ** 2 / Delta


def two_level(order):
    return Delta / 2 - np.sqrt(Delta**2 / 4 + (order * V1) ** 2)


for order in (0.05, 0.25, 0.5, 1.0):
    assert abs(lowest(order * V1 * layer_sign) - two_level(order)) < 1e-9
tiny_shift = lowest(0.05 * V1 * layer_sign)
assert abs(tiny_shift / second_order(0.05) - 1) < 0.006
quartic = (0.05 * V1) ** 4 / Delta**3
assert abs((tiny_shift - second_order(0.05)) / quartic - 1) < 0.02

# Random supercells: change of the lowest level from eta = 0 to eta > 0
G_cell = np.sum(1 / energies[1:]) / number_sites


def disorder_prediction(site_difference, order):
    return -(site_difference * order / 2) ** 2 * (1 / Delta - G_cell)


weak_difference, weak_eta = 0.03, 0.6
strong_difference = 2 * V1
samples = 400
weak_changes, strong_changes = [], []
for _ in range(samples):
    uniform = rng.random(number_sites)
    for site_difference, order, store in (
            (weak_difference, weak_eta, weak_changes),
            (strong_difference, eta, strong_changes)):
        result = []
        for current in (0.0, order):
            occupied = (uniform < x + current * layer_sign / 2).astype(float)
            # Removing the mean cancels composition noise of a finite cell.
            result.append(lowest(site_difference * (occupied - occupied.mean())))
        store.append(result[1] - result[0])
weak_mean, strong_mean = np.mean(weak_changes), np.mean(strong_changes)
weak_error = np.std(weak_changes, ddof=1) / np.sqrt(samples)
strong_error = np.std(strong_changes, ddof=1) / np.sqrt(samples)
weak_prediction = disorder_prediction(weak_difference, weak_eta)
coherent_only = -(weak_difference * weak_eta / 2) ** 2 / Delta
# Four standard errors allow for sampling noise.
assert abs(weak_mean - weak_prediction) < 4 * weak_error
assert weak_error < 0.04 * abs(weak_prediction)
assert abs(weak_mean - coherent_only) > 4 * weak_error
assert strong_mean + 3 * strong_error < 0

# Valence p states with spin-orbit coupling and a trigonal crystal field
root = np.sqrt(2)
Lz = np.diag([1.0, 0.0, -1.0])
Lplus = np.array([[0, root, 0], [0, 0, root], [0, 0, 0]])
Sz = np.diag([0.5, -0.5])
Splus = np.array([[0.0, 1.0], [0.0, 0.0]])
LS = np.kron(Lz, Sz) + 0.5 * (np.kron(Lplus, Splus.T) + np.kron(Lplus.T, Splus))
D = D_full * eta**2
crystal_field = np.kron(Lz @ Lz - 2 / 3 * np.eye(3), np.eye(2))
valence = eigvalsh(2 * spin_orbit / 3 * LS + D * crystal_field)
valence_zero = eigvalsh(2 * spin_orbit / 3 * LS)
valence_low = valence[-1] - valence_zero[-1]
repulsion = eigvalsh(2 * spin_orbit / 3 * LS + D * np.kron(Lz @ Lz, np.eye(2)))
valence_high = repulsion[-1] - valence_zero[-1]
valence_split = valence[-1] - valence[-3]
total = spin_orbit + D
split_formula = total / 2 - np.sqrt(total**2 - 8 * spin_orbit * D / 3) / 2
assert abs(valence_low - D / 3) < 1e-12
assert abs(valence_high - D) < 1e-12
assert abs(valence_split - split_formula) < 1e-12

# Example and neglected effects
shift2, shift_exact = second_order(eta), two_level(eta)
vectors = eigh(np.array([[0, eta * V1], [eta * V1, Delta]]))[1]
L_weight = vectors[1, 0] ** 2
eta_ten = brentq(lambda q: second_order(q) / two_level(q) - 1.1, 0.01, 1)
disorder_shift = (eta * V1) ** 2 * G_zone
reduction_low = -shift_exact - disorder_shift + valence_low
reduction_high = -shift_exact - disorder_shift + valence_high
hc = const.h * const.c / const.e * 1e9
mass_ratio, domain_nm = 0.09, 50.0
confinement = (const.hbar * np.pi / (domain_nm * 1e-9)) ** 2
confinement /= 2 * mass_ratio * const.m_e * const.e
composition_slope, composition_error = 1.4, 0.01
temperature_slope, temperature_change = 0.4, 10.0
thermal = const.k * 300 / const.e

print(f"Input: mean Ga fraction x = {x:.2f}; order eta = {eta:.2f}")
print(f"Input: random-alloy gap = {gap_random:.2f} eV")
print(f"Input: Delta = {Delta:.2f} eV; V1 = {V1:.2f} eV")
print(f"Input: D at eta=1 = {D_full:.2f} eV; spin-orbit = {spin_orbit:.2f} eV")
print(f"Ga fractions of planes = {x+eta/2:.3f}, {x-eta/2:.3f}")
print(f"Fourier part at ordered L: sampled {L_components[0]:.4f}, "
      f"expected {eta/2:.4f}")
print(f"Largest part at other L points = "
      f"{max(abs(v) for v in L_components[1:]):.4f}")
print(f"Coupling eta*V1 = {eta*V1:.3f} eV; ratio to Delta = {eta*V1/Delta:.3f}")
print(f"Second-order conduction shift = {1000*shift2:.2f} meV")
print(f"Two-level conduction shift = {1000*shift_exact:.2f} meV")
print(f"Quartic term = {1000*(eta*V1)**4/Delta**3:.2f} meV")
print(f"L weight in lower two-level state = {L_weight:.4f}")
print(f"Gap with second-order shift only = {gap_random+shift2:.4f} eV")
print(f"Wavelength: random {hc/gap_random:.1f} nm, "
      f"ordered {hc/(gap_random+shift2):.1f} nm")
print(f"Second order overestimates by 10% at eta = {eta_ten:.3f}")
for order in (0.10, 0.25, 0.50, 1.00):
    print(f"eta {order:.2f}: second {1000*second_order(order):.2f} meV, "
          f"two-level {1000*two_level(order):.2f} meV")
print(f"1D test, level 2 coefficient = {measured_1d:.4f} kinetic units")
print(f"1D test: folded states below {push_up:+.4f}, above {push_down:+.4f}")
print(f"Zone average G = {G_zone:.3f} 1/eV; 1/Delta = {1/Delta:.3f} 1/eV")
print(f"Lost random scattering raises edge by {1000*disorder_shift:.2f} meV")
print(f"Net second-order one-band shift = {1000*(shift2+disorder_shift):.2f} meV")
print(f"Random test: {samples} cells of {number_sites} sites")
print(f"Weak test: A-B difference {1000*weak_difference:.0f} meV, "
      f"eta {weak_eta:.2f}")
print(f"Weak sampled shift = {1e6*weak_mean:.1f} +- {1e6*weak_error:.1f} ueV")
print(f"Weak formula = {1e6*weak_prediction:.1f} ueV; "
      f"coherent part alone = {1e6*coherent_only:.1f} ueV")
print(f"Full-strength A-B site difference = {strong_difference:.2f} eV")
print(f"Full-strength sampled shift = {1000*strong_mean:.2f} +- "
      f"{1000*strong_error:.2f} meV")
print(f"Same-cell second-order formula = "
      f"{1000*disorder_prediction(strong_difference, eta):.2f} meV")
print(f"Valence crystal field D = {1000*D:.2f} meV")
print(f"Valence edge rise: fixed centre {1000*valence_low:.2f} meV, "
      f"pair pushed {1000*valence_high:.2f} meV")
print(f"Top valence splitting = {1000*valence_split:.2f} meV")
print(f"Rough combined gap reduction = {1000*reduction_low:.1f} to "
      f"{1000*reduction_high:.1f} meV")
print(f"Rough composition slope = {composition_slope:.1f} eV per unit fraction")
print(f"Effect of {100*composition_error:.0f}% composition error = "
      f"{1000*composition_slope*composition_error:.1f} meV")
print(f"Rough gap temperature slope = -{temperature_slope:.1f} meV/K")
print(f"Gap change for +{temperature_change:.0f} K = "
      f"-{temperature_slope*temperature_change:.1f} meV")
print(f"Thermal energy at 300 K = {1000*thermal:.2f} meV")
print(f"Box confinement: {domain_nm:.0f} nm, mass {mass_ratio:.2f} m_e, "
      f"{1000*confinement:.2f} meV")
print("done: every assertion held")
```

Running it gives:

```
Input: mean Ga fraction x = 0.50; order eta = 0.25
Input: random-alloy gap = 1.90 eV
Input: Delta = 0.30 eV; V1 = 0.40 eV
Input: D at eta=1 = 0.20 eV; spin-orbit = 0.10 eV
Ga fractions of planes = 0.625, 0.375
Fourier part at ordered L: sampled 0.1269, expected 0.1250
Largest part at other L points = 0.0020
Coupling eta*V1 = 0.100 eV; ratio to Delta = 0.333
Second-order conduction shift = -33.33 meV
Two-level conduction shift = -30.28 meV
Quartic term = 3.70 meV
L weight in lower two-level state = 0.0840
Gap with second-order shift only = 1.8667 eV
Wavelength: random 652.5 nm, ordered 664.2 nm
Second order overestimates by 10% at eta = 0.249
eta 0.10: second -5.33 meV, two-level -5.24 meV
eta 0.25: second -33.33 meV, two-level -30.28 meV
eta 0.50: second -133.33 meV, two-level -100.00 meV
eta 1.00: second -533.33 meV, two-level -277.20 meV
1D test, level 2 coefficient = 0.0039 kinetic units
1D test: folded states below +0.0194, above -0.0155
Zone average G = 0.833 1/eV; 1/Delta = 3.333 1/eV
Lost random scattering raises edge by 8.33 meV
Net second-order one-band shift = -25.00 meV
Random test: 400 cells of 216 sites
Weak test: A-B difference 30 meV, eta 0.60
Weak sampled shift = -205.2 +- 1.8 ueV
Weak formula = -204.6 ueV; coherent part alone = -270.0 ueV
Full-strength A-B site difference = 0.80 eV
Full-strength sampled shift = -17.42 +- 0.48 meV
Same-cell second-order formula = -25.26 meV
Valence crystal field D = 12.50 meV
Valence edge rise: fixed centre 4.17 meV, pair pushed 12.50 meV
Top valence splitting = 7.97 meV
Rough combined gap reduction = 26.1 to 34.4 meV
Rough composition slope = 1.4 eV per unit fraction
Effect of 1% composition error = 14.0 meV
Rough gap temperature slope = -0.4 meV/K
Gap change for +10 K = -4.0 meV
Thermal energy at 300 K = 25.85 meV
Box confinement: 50 nm, mass 0.09 m_e, 1.67 meV
done: every assertion held
```
